# Effective correlation energy and negative-U onset of a harmonically relaxing defect: a numerical check

```python
# Result under test: a defect with n = 0, 1, 2 electrons and energy
#   E(n,q) = eps*n + U*n(n-1)/2 + k*q^2/2 - lam*n*q
# has relaxed correlation energy Ueff = E0 + E2 - 2*E1 = U - lam^2/k,
# which becomes negative when lam exceeds sqrt(k*U).
# q: lattice coordinate (nm); k: stiffness (eV/nm^2); lam: coupling (eV/nm);
# eps: one-electron level at q = 0 (eV above the valence edge);
# U: repulsion at fixed q (eV); W = lam^2/(2k): one-electron relaxation energy.
import numpy as np
from scipy import constants as const
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import minimize_scalar, brentq
from scipy.special import erfc, ndtri

EPS, U, K, GAP = 0.9, 0.6, 400.0, 1.8
LAM_WEAK, LAM_STRONG = 11.0, 17.0
TEMPERATURE = 300.0
MASS_U = 28.0855                       # one silicon atom, atomic mass units
KT = const.k * TEMPERATURE / const.e   # eV
K_SI = K * const.e / 1e-18             # N/m
HW = const.hbar * np.sqrt(K_SI / (MASS_U * const.atomic_mass)) / const.e


def energy(n, q, lam, k=K, soft=0.0, cubic=0.0, ref=0.0):
    """soft: fractional loss of k per electron; cubic: inverse length (1/nm);
    ref: occupancy at which the linear force vanishes."""
    return (EPS * n + U * n * (n - 1) / 2 + 0.5 * k * (1 - soft * n) * q**2
            - 0.5 * k * cubic * q**3 - lam * (n - ref) * q)


def relax(n, lam, bounds=(-0.3, 0.3), **options):
    found = minimize_scalar(lambda q: energy(n, q, lam, **options),
                            bounds=bounds, method="bounded",
                            options={"xatol": 1e-10, "maxiter": 1000})
    assert found.success
    return found.x, found.fun


def second_difference(e):
    return e[0] + e[2] - 2 * e[1]


def relaxed_ueff(lam, **options):
    return second_difference([relax(n, lam, **options)[1] for n in range(3)])


def quantum_levels(n, lam, size=300):
    """Levels from the Hamiltonian matrix in the undisplaced oscillator basis."""
    x_zero = np.sqrt(HW / (2 * K))
    m = np.arange(size)
    diagonal = EPS * n + U * n * (n - 1) / 2 + HW * (m + 0.5)
    off_diagonal = -lam * n * x_zero * np.sqrt(m[1:])
    return eigvalsh_tridiagonal(diagonal, off_diagonal)


def quantum_ueff(lam, size=300):
    return second_difference([quantum_levels(n, lam, size)[0] for n in range(3)])


def thermal_state(lam):
    """Chemical potential and populations at mean occupancy one."""
    spectra = [quantum_levels(n, lam) for n in range(3)]

    def populations(mu):
        grand = [s - n * mu for n, s in enumerate(spectra)]
        lowest = min(g[0] for g in grand)
        w = np.array([g_spin * np.exp(-(g - lowest) / KT).sum()
                      for g_spin, g in zip((1, 2, 1), grand)])
        return w / w.sum()

    mu = brentq(lambda x: populations(x) @ np.arange(3) - 1, -0.5, 2.0,
                xtol=1e-13)
    return mu, populations(mu)


print(f"U = {U:.2f} eV, k = {K:.0f} eV/nm^2, eps = {EPS:.2f} eV")
print(f"gap = {GAP:.2f} eV, T = {TEMPERATURE:.0f} K, kT = {KT:.5f} eV")
print(f"oscillator mass = {MASS_U:.4f} u, quantum = {HW:.5f} eV")

for name, lam in (("silicon-like", LAM_WEAK), ("strong-coupling", LAM_STRONG)):
    W = lam**2 / (2 * K)
    ueff = U - lam**2 / K
    states = [relax(n, lam) for n in range(3)]
    positions = np.array([s[0] for s in states])
    energies = np.array([s[1] for s in states])
    n_values = np.arange(3)
    assert np.allclose(positions, n_values * lam / K, atol=1e-6)
    derived = EPS * n_values + U * n_values * (n_values - 1) / 2 - n_values**2 * W
    assert np.allclose(energies, derived, atol=1e-9)
    assert abs(second_difference(energies) - ueff) < 1e-9
    # Choosing the singly occupied defect as reference must not alter Ueff.
    assert abs(relaxed_ueff(lam, ref=1.0) - ueff) < 1e-9

    # Quantum lattice, with a check that the basis is large enough.
    u_quantum = quantum_ueff(lam)
    basis_shift = quantum_ueff(lam, 400) - u_quantum
    assert abs(u_quantum - ueff) < 1e-9 and abs(basis_shift) < 1e-9
    for n in range(3):
        expected = derived[n] + HW * (np.arange(10) + 0.5)
        assert np.allclose(quantum_levels(n, lam)[:10], expected, atol=1e-8)

    # Zero-temperature occupancy found by scanning the chemical potential.
    level01, level12 = energies[1] - energies[0], energies[2] - energies[1]
    assert abs(level01 - (EPS - W)) < 1e-9
    assert abs(level12 - (EPS + U - 3 * W)) < 1e-9
    step = 1e-4
    mu_grid = np.arange(0, GAP, step)
    occupancy = np.argmin(energies[:, None] - n_values[:, None] * mu_grid, axis=0)
    window = step * np.count_nonzero(occupancy == 1)
    assert abs(window - max(ueff, 0)) < 2 * step
    if ueff < 0:
        jump = mu_grid[np.argmax(occupancy == 2)]
        assert abs(jump - derived[2] / 2) < 2 * step

    # Thermal populations from the complete quantum spectra.
    mu, population = thermal_state(lam)
    assert abs(mu - derived[2] / 2) < 1e-7
    assert abs(population[1] - 1 / (1 + np.exp(-ueff / (2 * KT)))) < 1e-7

    # Electron removal from the doubly occupied defect to the conduction edge.
    thermal = GAP - level12
    vertical = GAP + energy(1, positions[2], lam) - energy(2, positions[2], lam)
    assert abs(vertical - thermal - W) < 1e-6

    print(f"[{name}] lambda = {lam:.1f} eV/nm")
    print(f"  W = {W:.5f} eV, lambda^2/k = {2 * W:.4f} eV")
    print(f"  q1 = {positions[1]:.4f} nm, q2 = {positions[2]:.4f} nm")
    print(f"  relaxed E1 = {energies[1]:.5f} eV, E2 = {energies[2]:.5f} eV")
    print(f"  Ueff: formula {ueff:.4f} eV, quantum {u_quantum:.4f} eV")
    print(f"  Ueff shift, basis 300 to 400: {abs(basis_shift):.1e} eV")
    print(f"  level (0/1) = {level01:.4f} eV, (1/2) = {level12:.4f} eV")
    print(f"  n = 1 window in mu at 0 K = {window:.4f} eV")
    print(f"  mu at mean n = 1: {mu:.4f} eV")
    print(f"  P0, P1, P2 at 300 K = "
          f"{population[0]:.5f}, {population[1]:.5f}, {population[2]:.5f}")
    print(f"  D- removal: thermal {thermal:.4f}, vertical {vertical:.4f} eV")

# Locate the onset without using the formula.
lam_onset = brentq(quantum_ueff, 10.0, 20.0, xtol=1e-10)
k_onset = brentq(lambda k: relaxed_ueff(LAM_WEAK, k=k), 100.0, 400.0, xtol=1e-8)
assert abs(lam_onset - np.sqrt(K * U)) < 1e-7
assert abs(k_onset - LAM_WEAK**2 / U) < 1e-4
p1_onset = thermal_state(lam_onset)[1][1]
assert abs(p1_onset - 0.5) < 1e-7
print(f"onset at k = {K:.0f} eV/nm^2: lambda = {lam_onset:.4f} eV/nm")
print(f"W at this onset = {lam_onset**2 / (2 * K):.4f} eV")
print(f"onset at lambda = {LAM_WEAK:.0f} eV/nm: k = {k_onset:.2f} eV/nm^2")
print(f"P1 at onset, 300 K = {p1_onset:.4f}")

# Sensitivity of the silicon-like defect to effects absent from the model.
base = U - LAM_WEAK**2 / K
SOFT, LENGTH = 0.05, 0.5
local = (-0.05, 0.149)                 # convex region of the cubic potentials
u_soft = relaxed_ueff(LAM_WEAK, soft=SOFT)
soft_formula = U - LAM_WEAK**2 / K * (2 / (1 - 2 * SOFT) - 1 / (1 - SOFT))
assert abs(u_soft - soft_formula) < 1e-9
u_cubic_soft = relaxed_ueff(LAM_WEAK, cubic=1 / LENGTH, bounds=local)
u_cubic_hard = relaxed_ueff(LAM_WEAK, cubic=-1 / LENGTH, bounds=local)
u_both = relaxed_ueff(LAM_WEAK, soft=SOFT, cubic=1 / LENGTH, bounds=local)
assert u_cubic_soft < base < u_cubic_hard
assert 0 < u_both < min(u_soft, u_cubic_soft)
frequencies = HW * np.sqrt(1 - SOFT * np.arange(3))
vibrational = KT * np.log(2 * np.sinh(frequencies / (2 * KT)))
vibrational_shift = second_difference(vibrational)
print("[neglected effects, silicon-like defect]")
print(f"  k loss per electron = {100 * SOFT:.0f} %: Ueff = {u_soft:.4f} eV")
print(f"  its vibrational free-energy shift = {vibrational_shift:.1e} eV")
print(f"  cubic term -(k/2)q^3/L, L = {LENGTH:.1f} nm: Ueff = {u_cubic_soft:.4f} eV")
print(f"  cubic term of opposite sign: Ueff = {u_cubic_hard:.4f} eV")
print(f"  k loss and softening cubic term: Ueff = {u_both:.4f} eV")

# Gaussian spread of the one-electron level, sampled at equal quantiles.
SIGMA, SAMPLES = 0.1, 20001
shifts = SIGMA * ndtri((np.arange(SAMPLES) + 0.5) / SAMPLES)
relaxed = np.array([relax(n, LAM_WEAK)[1] for n in range(3)])
mu_mid = relaxed[2] / 2
n_column = np.arange(3)[:, None]
grand = relaxed[:, None] + n_column * (shifts - mu_mid)
charged = np.mean(np.argmin(grand, axis=0) != 1)
assert abs(charged - erfc(base / (2 * np.sqrt(2) * SIGMA))) < 3 / SAMPLES
weights = np.array([1, 2, 1])[:, None] * np.exp(-(grand - grand.min(axis=0)) / KT)
weights /= weights.sum(axis=0)
assert abs((n_column * weights).sum(axis=0).mean() - 1) < 1e-9
print(f"  level spread (standard deviation) = {SIGMA:.2f} eV")
print(f"  charged fraction with spread, 0 K = {charged:.4f}")
print(f"  charged fraction with spread, 300 K = {1 - weights[1].mean():.4f}")

DENSITY, PERMITTIVITY = 1e16, 12.0     # cm^-3 and relative permittivity
DECAY, PREFACTOR = 0.5, 1.0            # nm and eV
spacing = DENSITY ** (-1 / 3) * 1e7
coulomb = const.e / (4 * np.pi * const.epsilon_0 * PERMITTIVITY * spacing * 1e-9)
tunnelling = PREFACTOR * np.exp(-spacing / DECAY)
print(f"  defect density = {DENSITY:.0e} cm^-3, spacing = {spacing:.1f} nm")
print(f"  relative permittivity = {PERMITTIVITY:.0f}")
print(f"  D+ D- attraction at this spacing = {coulomb:.5f} eV")
print(f"  tunnelling: prefactor {PREFACTOR:.0f} eV, decay {DECAY:.1f} nm")
print(f"  tunnelling matrix element = {tunnelling:.1e} eV")
print("done: every assertion held")
```

Output:

```
U = 0.60 eV, k = 400 eV/nm^2, eps = 0.90 eV
gap = 1.80 eV, T = 300 K, kT = 0.02585 eV
oscillator mass = 28.0855 u, quantum = 0.02440 eV
[silicon-like] lambda = 11.0 eV/nm
  W = 0.15125 eV, lambda^2/k = 0.3025 eV
  q1 = 0.0275 nm, q2 = 0.0550 nm
  relaxed E1 = 0.74875 eV, E2 = 1.79500 eV
  Ueff: formula 0.2975 eV, quantum 0.2975 eV
  Ueff shift, basis 300 to 400: 0.0e+00 eV
  level (0/1) = 0.7488 eV, (1/2) = 1.0462 eV
  n = 1 window in mu at 0 K = 0.2975 eV
  mu at mean n = 1: 0.8975 eV
  P0, P1, P2 at 300 K = 0.00158, 0.99684, 0.00158
  D- removal: thermal 0.7538, vertical 0.9050 eV
[strong-coupling] lambda = 17.0 eV/nm
  W = 0.36125 eV, lambda^2/k = 0.7225 eV
  q1 = 0.0425 nm, q2 = 0.0850 nm
  relaxed E1 = 0.53875 eV, E2 = 0.95500 eV
  Ueff: formula -0.1225 eV, quantum -0.1225 eV
  Ueff shift, basis 300 to 400: 0.0e+00 eV
  level (0/1) = 0.5388 eV, (1/2) = 0.4163 eV
  n = 1 window in mu at 0 K = 0.0000 eV
  mu at mean n = 1: 0.4775 eV
  P0, P1, P2 at 300 K = 0.45723, 0.08555, 0.45723
  D- removal: thermal 1.3838, vertical 1.7450 eV
onset at k = 400 eV/nm^2: lambda = 15.4919 eV/nm
W at this onset = 0.3000 eV
onset at lambda = 11 eV/nm: k = 201.67 eV/nm^2
P1 at onset, 300 K = 0.5000
[neglected effects, silicon-like defect]
  k loss per electron = 5 %: Ueff = 0.2462 eV
  its vibrational free-energy shift = -3.6e-05 eV
  cubic term -(k/2)q^3/L, L = 0.5 nm: Ueff = 0.2244 eV
  cubic term of opposite sign: Ueff = 0.3367 eV
  k loss and softening cubic term: Ueff = 0.1259 eV
  level spread (standard deviation) = 0.10 eV
  charged fraction with spread, 0 K = 0.1369
  charged fraction with spread, 300 K = 0.1308
  defect density = 1e+16 cm^-3, spacing = 46.4 nm
  relative permittivity = 12
  D+ D- attraction at this spacing = 0.00259 eV
  tunnelling: prefactor 1 eV, decay 0.5 nm
  tunnelling matrix element = 4.8e-41 eV
done: every assertion held
```
